# Plasmon dispersion from the collisionless Boltzmann equation and from Thomas-Fermi pressure

## 1. What symmetry and dimensions fix

In a uniform, isotropic electron gas, waves with wavevectors $q$ and $-q$ have the same frequency. If $\omega^2$ can be expanded in $q$ near the plasma frequency $\omega_p$, its first correction is therefore of order $q^2$. The classical kinetic problem at zero temperature contains one frequency, $\omega_p$, and one velocity, the Fermi velocity $v_F$. Hence

$$\omega^2=\omega_p^2+C\,v_F^2q^2+O(q^4),$$

with $C$ a pure number. Dimensions cannot supply $C$; it depends on how the Fermi sphere deforms. Collisionless motion gives $C=3/5$. An isotropic Thomas-Fermi pressure gives $C=1/3$, which is correct for static screening but not for the collisionless plasmon.

Hartree atomic units are used: electron mass, elementary charge and $\hbar$ equal one, so $v_F=k_F$. The model has a parabolic band, a filled Fermi sphere of density $n$, a rigid neutralising background and the mean Coulomb field. Then

$$n=\frac{k_F^3}{3\pi^2},\qquad \omega_p^2=4\pi n,\qquad N_0=\frac{k_F}{\pi^2},\qquad n=\frac{N_0v_F^2}{3},$$

where $N_0$ is the density of states at the Fermi energy, both spins included.

## 2. The density response

Let the total potential energy of an electron be $U e^{iqz-i\omega t}$. The force is $-iqU$ times the same exponential. With $f=f_0+\delta f$, the linearised collisionless equation is

$$-i(\omega-qv_z)\,\delta f-iqU\frac{\partial f_0}{\partial v_z}=0,$$

and therefore

$$\delta f=-\frac{qU}{\omega-qv_z}\frac{\partial f_0}{\partial v_z}.$$

The frequency lies above $qv_F$, or in the upper half-plane if the field is switched on slowly, so the denominator does not vanish. Write $\int_p$ for $2\int d^3p/(2\pi)^3$. Integration by parts, with no boundary term because $f_0$ vanishes at large momentum, gives

$$\delta n=qU\int_p f_0\,\frac{\partial}{\partial v_z}\frac{1}{\omega-qv_z}
=q^2U\int_p\frac{f_0}{(\omega-qv_z)^2}.$$

The response to the total potential is thus

$$\chi_0=\frac{\delta n}{U}=nq^2\left\langle\frac{1}{(\omega-qv_z)^2}\right\rangle,$$

where the brackets denote an average over the filled sphere.

For $qv_F<\omega$, use $(1-x)^{-2}=1+2x+3x^2+4x^3+5x^4+\dots$ with $x=qv_z/\omega$. Odd powers average to zero:

$$\chi_0=\frac{nq^2}{\omega^2}\left[1+\frac{3q^2\langle v_z^2\rangle}{\omega^2}+\frac{5q^4\langle v_z^4\rangle}{\omega^4}+\dots\right].$$

A slice of the sphere at $v_z=uv_F$ has area proportional to $1-u^2$, so the normalised weight is $\frac34(1-u^2)$ on $-1<u<1$. Then

$$\langle u^2\rangle=\frac32\left(\frac13-\frac15\right)=\frac15,\qquad
\langle u^4\rangle=\frac32\left(\frac15-\frac17\right)=\frac3{35}.$$

The two coefficients in the bracket become $3/5$ and $5\cdot3/35=3/7$.

## 3. The dielectric function and its zero

The induced density adds the potential energy $4\pi\delta n/q^2$ to the external one. From $U=U_{\rm ext}+4\pi\chi_0U/q^2$ it follows that $U=U_{\rm ext}/\epsilon$, with

$$\epsilon=1-\frac{4\pi\chi_0}{q^2}
=1-\frac{\omega_p^2}{\omega^2}\left[1+\frac35\frac{q^2v_F^2}{\omega^2}+\frac37\frac{q^4v_F^4}{\omega^4}+\dots\right].$$

Since $\chi_0$ itself starts at $q^2$, the $q^2$ term of $\epsilon$ comes from the $q^4$ term of $\chi_0$.

A free oscillation needs $\epsilon=0$. Put $x=\omega^2/\omega_p^2$ and $a=q^2v_F^2/\omega_p^2$. Multiplying $\epsilon=0$ by $x$ gives

$$x=1+\frac{3a}{5x}+\frac{3a^2}{7x^2}+O(a^3).$$

To first order $x=1+3a/5$, so $1/x=1-3a/5$ in the second term. The $a^2$ coefficient is then $3/7-9/25=12/175$, and

$$\boxed{\omega^2=\omega_p^2+\frac35v_F^2q^2+\frac{12}{175}\frac{v_F^4q^4}{\omega_p^2}+\dots}$$

Taking the square root to order $q^2$ gives $\omega=\omega_p+3v_F^2q^2/(10\omega_p)$. The ratio of the $q^4$ term to the $q^2$ term in $\omega^2$ is $4a/35$, which measures where the short law begins to fail within the classical model. Quantum recoil (Section 9) adds $q^4/4$ at the same order; at the density of Section 8 its coefficient, 0.25 a.u., exceeds the classical one, 0.149 a.u.

As a test, the root was found numerically from the angular integral of Section 4 at $a=0.01$ and $0.02$. A straight line through $(x-1)/a$ has intercept $0.600001$ and slope $0.06839$, against $3/5$ and $12/175=0.06857$. The small slope difference comes from the next term. Its coefficient is

$$\frac35\left(\frac9{25}-\frac{12}{175}\right)-\frac67\cdot\frac35+\frac13\approx-0.0061,$$

and it changes the slope of this line by $-0.0061\,(0.01+0.02)\approx-0.00018$.

## 4. Closed form and a safe root search

The derivative of $f_0$ is concentrated on the Fermi surface. With $v_z=v_F\mu$, $s=\omega/(qv_F)$ and $\partial f_0/\partial v_z=v_z\,\partial f_0/\partial E$, the solution for $\delta f$ gives

$$\frac{\chi_0}{N_0}=\frac12\int_{-1}^{1}\frac{\mu\,d\mu}{s-\mu}
=\frac s2\ln\frac{s+1}{s-1}-1\equiv L(s),$$

because $\mu/(s-\mu)=s/(s-\mu)-1$. For $0<s<1$, approached from the upper half-plane, the logarithm is $\ln[(1+s)/(1-s)]-i\pi$. The resulting negative imaginary part of $\chi_0$ is Landau damping.

At large $s$, $L\approx1/(3s^2)$ is a small difference of two numbers near one. The series

$$L(s)=\frac1{3s^2}+\frac1{5s^4}+\frac1{7s^6}+\dots$$

avoids the cancellation.

The plasmon condition is $L(s)=q^2/k_{TF}^2$, with $k_{TF}^2=4\pi N_0=3\omega_p^2/v_F^2$. Every term of the series decreases with $s$, and $L$ runs from infinity at $s=1$ to zero at large $s$. There is therefore one root with $s>1$ for each $q>0$. Two inequalities bracket it:

- The expansion in Section 3 has positive terms, so $\omega>\omega_p$.
- Since $\langle(\omega-qv_z)^{-2}\rangle<(\omega-qv_F)^{-2}$, the condition $\epsilon=0$ requires $\omega<\omega_p+qv_F$.

A bracketing solver can thus search between $\max(\omega_p,qv_F)$ and $\omega_p+qv_F$. If the lower end is $qv_F$, the search must start above it, because $L$ diverges there, but still below the root. At large $q$ the root is exponentially close to this end, $s-1\approx2e^{-2(1+q^2/k_{TF}^2)}$, so a fixed offset eventually misses it. Solving for $t=\ln(s-1)$ avoids the problem, provided the logarithm in $L$ is computed as $\ln(2+e^t)-t$ and not from a rounded $s$.

## 5. Why the pressure law differs

Define the momentum flux $\Pi_{zz}=\int_p v_z^2f$ and the mean velocity $w$. The first two moments of the kinetic equation are

$$\omega\,\delta n=qnw,\qquad -i\omega nw+iq\,\delta\Pi_{zz}=-iqnU.$$

Let $B=\delta\Pi_{zz}/\delta n$. Substituting $nw=\omega\,\delta n/q$ and multiplying by $iq$ gives

$$(\omega^2-Bq^2)\,\delta n=nq^2U.$$

With $U=4\pi\delta n/q^2$ this becomes $\omega^2=\omega_p^2+Bq^2$. The whole question is the value of $B$.

For the collisionless solution, the same integration by parts yields

$$\delta\Pi_{zz}=qU\int_pf_0\left[\frac{2v_z}{\omega-qv_z}+\frac{qv_z^2}{(\omega-qv_z)^2}\right].$$

At leading order in $q/\omega$ the first term contributes $2q\langle v_z^2\rangle/\omega^2$ per electron and the second $q\langle v_z^2\rangle/\omega^2$. Hence $\delta\Pi_{zz}=3nq^2U\langle v_z^2\rangle/\omega^2$. Dividing by $\delta n=nq^2U/\omega^2$ gives $B=3\langle v_z^2\rangle=3v_F^2/5$.

For the transverse stress, $v_x^2$ is not touched by the $v_z$ derivative, so at leading order in $q/\omega$ $\delta\Pi_{xx}/\delta n=\langle v_x^2\rangle=v_F^2/5$. The mean of the three diagonal stresses is

$$\frac13\left(\frac35+\frac15+\frac15\right)v_F^2=\frac{v_F^2}3.$$

The mean pressure thus responds as Thomas-Fermi theory says. The $q^2$ term in the plasmon dispersion, however, comes from the $zz$ stress, whose response is larger. Numerical angular integrals at $s=100$ give $0.60001$ and $0.20000$ for the $zz$ and $xx$ ratios in units of $v_F^2$.

A geometric picture gives the same numbers. Compress the gas along $z$ by a small fraction $\eta$. Conservation of phase-space volume stretches the Fermi sphere along $k_z$ by $1+\eta$. The density rises by the fraction $\eta$ and $\langle v_z^2\rangle$ by $2\eta$, so $P_{zz}=n\langle v_z^2\rangle$ rises by $3\eta$:

$$\frac{\delta P_{zz}}{\delta n}=3\,\frac{v_F^2}{5}.$$

If the body stays spherical, its radius grows by the fraction $\eta$, the density by $3\eta$ and the pressure $nv_F^2/5$ by $5\eta$:

$$\frac{\delta P}{\delta n}=\frac53\,\frac{v_F^2}{5}=\frac{v_F^2}{3}.$$

Numerical integration over the two deformed bodies gives $0.600000$ and $0.333333$.

## 6. The static limit of the same response

At $\omega=0$ with $q$ fixed, the angular integral gives $\chi_0=-N_0$. The moment relation gives $\chi_0=-n/B$, so $B=n/N_0=v_F^2/3$. Both coefficients therefore belong to one response function, in opposite limits of $s$.

The passage between them is smooth on the imaginary axis, $s=iy$. Pairing $\mu$ with $-\mu$ in the angular integral gives

$$\frac{\chi_0}{N_0}=-\int_0^1\frac{\mu^2d\mu}{\mu^2+y^2}=y\arctan\frac1y-1.$$

Solving the moment relation for $B$, with $n/N_0=v_F^2/3$ and $\omega^2=-y^2q^2v_F^2$, gives

$$\frac{B}{v_F^2}=-y^2+\frac{1}{3\,[1-y\arctan(1/y)]}.$$

Independent quadrature over the filled sphere gives $0.33386$, $0.38083$, $0.55326$ and $0.59992$ at $y=0.001$, $0.1$, $1$ and $30$.

This matters for a hydrodynamic code with one constant $B$. Its static screening wavevector is $\omega_p/\sqrt B$. The choice $B=3v_F^2/5$ gives the leading plasmon dispersion but makes the static screening length too long by $\sqrt{9/5}\approx1.34$ relative to Thomas-Fermi theory. The choice $B=v_F^2/3$ repairs the screening and loses the collisionless dispersion. If both limits are needed, use $L(s)$ or, equivalently, a $B$ that depends on $\omega/(qv_F)$. A $B$ that depends on frequency alone can be set to $v_F^2/3$ at $\omega=0$ and to $3v_F^2/5$ at $\omega_p$. It cannot give the full response, because the crossover lies at $\omega\sim qv_F$ and moves with $q$.

## 7. Collisions that restore the sphere

Suppose collisions conserve density and momentum and relax all other angular distortions at rate $1/\tau$. Write $\delta f=-(\partial f_0/\partial E)\,\nu(\mu)$ and $\nu=\sum_l\nu_lP_l(\mu)$. The kinetic equation becomes

$$\omega\nu=qv_F\mu(\nu+U)-\frac i\tau(\nu-\nu_0-\nu_1P_1).$$

Use $\mu P_0=P_1$, $\mu P_1=(P_0+2P_2)/3$ and $\mu P_2=(2P_1+3P_3)/5$. At leading order in $q$ the feedback of $\nu_3$ on $\nu_2$ can be dropped, leaving

$$\omega\nu_0=\frac{qv_F}{3}\nu_1,\qquad
\omega\nu_1=qv_F\left(\nu_0+U+\frac25\nu_2\right),\qquad
\left(\omega+\frac i\tau\right)\nu_2=\frac23qv_F\nu_1.$$

The first equation gives $\nu_1=3\omega\nu_0/(qv_F)$, and the third then gives $\nu_2=2\omega\nu_0/(\omega+i/\tau)$. Multiplying the second by $qv_F/3$ yields

$$\omega^2\nu_0=\frac{q^2v_F^2}{3}\left[\nu_0+U+\frac45\frac{\omega}{\omega+i/\tau}\nu_0\right].$$

Since $\delta n=N_0\nu_0$, the potential is $U=4\pi N_0\nu_0/q^2$, and its term equals $\omega_p^2\nu_0$. Setting $\omega=\omega_p$ inside the correction,

$$\frac{B}{v_F^2}=\frac13+\frac4{15}\frac{\omega_p}{\omega_p+i/\tau}.$$

Slow collisions give $1/3+4/15=3/5$; fast collisions give $1/3$. Within this collision model, the difference is the stress stored in the quadrupolar distortion $\nu_2$.

An eigenvalue calculation with 40 harmonics at $qv_F/\omega_p=0.05$ tests the formula:

| $1/(\omega_p\tau)$ | coefficient $/v_F^2$ |
|---|---|
| 0 | $0.60017$ |
| 1 | $0.46670-0.13340i$ |
| 30 | $0.33363-0.00888i$ |

The excess $0.00017$ in the first row is the $q^4$ term, $12a/175$ with $a=0.0025$. The negative imaginary parts describe damping, which is small in both limits.

Collisions with impurities or phonons also relax momentum. They add damping at $q=0$ and are not described by this formula.

## 8. Worked example in the regime of aluminium

Take a rough conduction density of $180\ \mathrm{nm^{-3}}$, or $r_s=2.08$ bohr. Then $k_F=17.47\ \mathrm{nm^{-1}}$, $E_F=11.62$ eV, $\hbar\omega_p=15.754$ eV and $\hbar v_F=1.331$ eV nm. Three decimals are kept below to compare formulas, not to claim that accuracy for the metal.

At $q=5\ \mathrm{nm^{-1}}$, $\hbar qv_F=6.655$ eV, whose square is $44.29\ \mathrm{eV^2}$. The two laws give

$$\sqrt{15.754^2+0.6\times44.29}=16.576\ \mathrm{eV},\qquad
\sqrt{15.754^2+44.29/3}=16.216\ \mathrm{eV}.$$

| $q$ (nm$^{-1}$) | full kinetic root (eV) | $3/5$ law (eV) | $1/3$ law (eV) |
|---|---|---|---|
| 2 | 15.889 | 15.888 | 15.829 |
| 5 | 16.592 | 16.576 | 16.216 |
| 8 | 17.878 | 17.783 | 16.911 |

At $5\ \mathrm{nm^{-1}}$, $a=0.422^2=0.178$ and the $q^4$ term is 2% of the $q^2$ term in $\omega^2$. At $8\ \mathrm{nm^{-1}}$ it is 5%, and the $3/5$ law lies about 0.10 eV below the full root. The pressure law lies about 0.97 eV below it. The full root here is the classical one; recoil (Section 9) raises it by a further 0.24 eV at this wavevector. Doubling the angular mesh from 150 to 300 points at $5\ \mathrm{nm^{-1}}$ produces no visible shift.

## 9. Effects outside the model

**Recoil.** A quantum electron gains energy $qk_z+q^2/2$ on absorbing $q$ and $-qk_z+q^2/2$ on absorbing $-q$. First-order perturbation theory replaces the kinetic response by

$$\int_p f_0\left[\frac1{\omega-qk_z-q^2/2}-\frac1{\omega-qk_z+q^2/2}\right]
=nq^2\left\langle\frac1{(\omega-qk_z)^2-q^4/4}\right\rangle.$$

The extra leading term in the bracket of $\epsilon$ is $q^4/(4\omega^2)$, which adds $q^4/4$ to $\omega^2$. The coefficient $3/5$ is unchanged. At $5\ \mathrm{nm^{-1}}$ the shift is $+0.031$ eV. Recoil also widens the pair continuum to $\omega=qv_F+q^2/2$, and the plasmon meets it at $12.9\ \mathrm{nm^{-1}}$. The classical root, which exists at every $q$, should not be used near or beyond that point.

**Exchange and correlation.** A local kernel $f_{xc}$ adds $f_{xc}\delta n$ to $U$ and hence $nf_{xc}q^2$ to $\omega^2$. The local-density approximation with Perdew-Wang correlation gives $nf_{xc}=-0.105$ a.u., against $3v_F^2/5=0.513$ a.u. This lowers the coefficient by about 21% and the energy at $5\ \mathrm{nm^{-1}}$ by 0.165 eV. The lowered coefficient, 0.407 a.u., still exceeds $v_F^2/3=0.285$ a.u. The kernel is a static one and assumes the swollen sphere of Section 5, so this is a size estimate, not a high-frequency result. For exchange the difference can be computed. Under a strain $e$ along $z$, with $\lambda=1/(1+e)$, the exchange energy per electron of the stretched sphere is $\epsilon_x\lambda\langle[1+(\lambda^2-1)\mu^2]^{-1}\rangle$, averaged over directions, with $\epsilon_x=-3k_F/(4\pi)$. Its second derivative at $e=0$ is $\frac4{15}\epsilon_x=-k_F/(5\pi)=-0.059$ a.u., which is $3/5$ of the static value $-k_F/(3\pi)=-0.098$ a.u. The exchange shift at $5\ \mathrm{nm^{-1}}$ is then $-0.09$ eV instead of $-0.15$ eV. The frequency dependence of the correlation part is not sized here.

**Ion cores.** A constant core background $\epsilon_b$ replaces the leading 1 in $\epsilon$. The zero is then

$$\omega^2=\frac{\omega_p^2}{\epsilon_b}\left[1+\frac35\frac{q^2v_F^2}{\omega^2}\right]
=\frac{\omega_p^2}{\epsilon_b}+\frac35v_F^2q^2+O(q^4),$$

because $\omega^2=\omega_p^2/\epsilon_b$ at leading order. For $n_i$ ions per unit volume, each with a small core polarizability $\alpha$, $\epsilon_b\approx1+4\pi n_i\alpha$. A rough value $\alpha=4\times10^{-5}\ \mathrm{nm^3}$ and one ion per three electrons give $\epsilon_b=1.03$ and a shift of $-0.22$ eV at $5\ \mathrm{nm^{-1}}$.

**Shape relaxation.** A rough rate $\hbar/\tau=0.5$ eV changes the coefficient from $0.6$ to $0.5997-0.0085i$ in units of $v_F^2$. For this rate the gas is on the collisionless side.

**Temperature.** For an isotropic distribution the coefficient is $3\langle v_z^2\rangle=\langle v^2\rangle$. With $t=T/T_F$ and energies in units of $E_F$, the low-temperature expansion is

$$\int_0^\infty E^pf\,dE=\frac{\mu_c^{p+1}}{p+1}+\frac{\pi^2}{6}p\,\mu_c^{p-1}t^2+\dots$$

Fixed density ($p=1/2$) gives the chemical potential $\mu_c=1-\pi^2t^2/12$. The energy integral ($p=3/2$) then changes by the factor $1-5\pi^2t^2/24+5\pi^2t^2/8=1+5\pi^2t^2/12$. At $t=0.05$ this is $1.0103$; direct integration gives $1.0102$. At 300 K the relative change is $2\times10^{-5}$.

**Comparison with the metal.** Aluminium has three conduction electrons per atom and a plasmon energy of roughly 15 eV, so the chosen density is typical. The real metal breaks the assumptions of a rigid background and a pure mean field. At $5\ \mathrm{nm^{-1}}$ the core correction estimated above is about 0.2 eV. The exchange-correlation correction is 0.17 eV with the static kernel, and exchange alone gives 0.09 eV for the stretched sphere. These are not small against the 0.36 eV between the two laws. They act differently: the core background mainly lowers the starting frequency and leaves the $q^2$ coefficient of $\omega^2$ unchanged, while exchange and correlation lower that coefficient, by about a fifth with the static kernel and by about a ninth for exchange alone with the stretched sphere. Interband transitions of the conduction electrons are not included or sized. A measured $q^2$ coefficient alone is therefore not a clean determination of $3/5$.

## Values computed for the example and the checks

```
fitted q^2 coefficient / v_F^2: 0.600001
fitted q^4 coefficient * omega_p^2/v_F^4: 0.06839
12/175 = 0.06857
kinetic stress zz per density / v_F^2: 0.60001
kinetic stress xx per density / v_F^2: 0.20000
stretched Fermi sphere, zz / v_F^2: 0.600000
swollen Fermi sphere, zz / v_F^2: 0.333333
B/v_F^2 at omega = i*0.001 q v_F: 0.33386
B/v_F^2 at omega = i*0.1 q v_F: 0.38083
B/v_F^2 at omega = i*1 q v_F: 0.55326
B/v_F^2 at omega = i*30 q v_F: 0.59992
coefficient/v_F^2 at 1/(omega_p tau)=0: 0.60017 +0.00000 i
coefficient/v_F^2 at 1/(omega_p tau)=1: 0.46670 -0.13340 i
coefficient/v_F^2 at 1/(omega_p tau)=30: 0.33363 -0.00888 i
thermal factor at T/T_F=0.05: 1.01024
density (rough, aluminium regime): 180 nm^-3
r_s: 2.076 bohr
k_F = v_F: 0.9243 a.u. ; k_F: 17.47 nm^-1
Fermi energy: 11.62 eV
omega_p: 0.5790 hartree = 15.754 eV
hbar v_F: 1.3310 eV nm
3 v_F^2/5: 0.5126 a.u. ; v_F^2/3: 0.2848 a.u.
q=2 nm^-1, q v_F/omega_p=0.169: full 15.889, 3/5 law 15.888, 1/3 law 15.829 eV
q=5 nm^-1, q v_F/omega_p=0.422: full 16.592, 3/5 law 16.576, 1/3 law 16.216 eV
q=8 nm^-1, q v_F/omega_p=0.676: full 17.878, 3/5 law 17.783, 1/3 law 16.911 eV
neglected effects at q = 5 nm^-1:
mesh shift, 150 to 300 nodes: 0.0e+00 eV
recoil shift: +0.031 eV
local xc shift: -0.165 eV
n f_xc: -0.1052 a.u. ; exchange part: -0.0981 a.u.
core polarizability (rough): 4e-05 nm^3
core background constant: 1.0302 ; shift: -0.220 eV
shape relaxation hbar/tau (rough): 0.5 eV
coefficient/v_F^2 with it: 0.59973 -0.00845 i
T/T_F at 300 K: 2.22e-03
relative thermal change: 2.0e-05
pair continuum reached at q: 12.92 nm^-1
```
